# Stevens factors of Hund's-rule 4f ions and their sign pattern

## Result

Consider a trivalent lanthanide ion with configuration $4f^n$, $1\le n\le 13$. Its Hund's-rule level has orbital, spin and total angular momentum $L$, $S$, $J$, and states $|JM\rangle$. Angular momenta are in units of $\hbar$. The Stevens factor $\alpha_J$ is the dimensionless number defined by

$$\langle JM|\sum_{i=1}^{n}(3z_i^2-r_i^2)|JM'\rangle=\alpha_J\langle r^2\rangle\langle JM|3J_z^2-J(J+1)|JM'\rangle, \tag{1}$$

where $\langle r^2\rangle$ is the mean square radius of one 4f electron. Let $k=n$ for $n\le7$ and $k=n-7$ for $n>7$.

**Theorem.** Under the assumptions below, $L=k(7-k)/2$, and

$$\alpha_J=-\frac{k(7-k)(7-2k)}{45\,J(2J-1)}\qquad(7\le n\le13,\ J=L+S), \tag{2}$$

$$\alpha_J=-\frac{2(7-2k)(L+1)(2L+3)}{45(2L-1)(J+1)(2J+3)}\qquad(1\le n\le5,\ J=L-S). \tag{3}$$

Hence $\alpha_J<0$ for Ce, Pr, Nd, Tb, Dy, Ho and $\alpha_J>0$ for Pm, Sm, Er, Tm, Yb. For Gd, $\alpha_J=0$. For Eu, $J=0$: both sides of (1) vanish and $\alpha_J$ is undefined.

In the fully polarised state $|M|=J$, the 4f cloud is therefore oblate for Tb and Dy and prolate for Er and Yb. The restriction to large $|M|$ is necessary: for small $|M|$ the shapes are interchanged, as shown below.

**Assumptions.**

1. Hund's rules are taken as given: largest $S$, then largest $L$, then $J=L-S$ for $n<7$ and $J=L+S$ for $n>7$. For $n=7$, $L=0$ and $J=S$.
2. $L$ and $S$ are good quantum numbers (pure LS coupling), and different $J$ do not mix.
3. All 4f electrons share one radial function, and the closed shells of the core are spherical.

The shape refers to the electron number density. The charge quadrupole has the opposite sign because the electron charge is negative.

**The tool.** The proof uses the Wigner–Eckart theorem in this form: among states of one fixed angular momentum $J$, all components of a symmetric traceless tensor operator of rank 2 are proportional, with one common constant, to the same components built from $\mathbf J$. The $zz$ component built from $\mathbf J$ is $3J_z^2-\mathbf J^2$. This is why a single number suffices in (1).

## One electron

**Lemma 1.** For an f electron with magnetic quantum number $m$,

$$q_m\equiv\langle 3m|3\cos^2\theta-1|3m\rangle=\frac{2(4-m^2)}{15}. \tag{4}$$

*Proof.* With $l=3$ and $l(l+1)=12$, the tool gives $q_m=\kappa(3m^2-12)$. One value of $m$ fixes $\kappa$. For $m=3$ the angular density is proportional to $\sin^6\theta=(1-x^2)^3$ with $x=\cos\theta$. Put

$$I=\int_{-1}^{1}(1-x^2)^3dx,\qquad A=\int_{-1}^{1}x^2(1-x^2)^3dx .$$

Since $x(1-x^2)^3$ is the derivative of $-(1-x^2)^4/8$, integration by parts gives

$$A=\frac18\int_{-1}^{1}(1-x^2)^4dx=\frac18\int_{-1}^{1}(1-x^2)(1-x^2)^3dx=\frac{I-A}{8}.$$

The boundary term vanishes at $x=\pm1$. Thus $9A=I$, $\langle\cos^2\theta\rangle=A/I=1/9$, and $q_3=3/9-1=-2/3$. From $-2/3=\kappa(27-12)$ we get $\kappa=-2/45$, so $q_m=-2(3m^2-12)/45=2(4-m^2)/15$. ∎

The values are $-2/3$ for $|m|=3$, $0$ for $|m|=2$, $2/5$ for $|m|=1$ and $8/15$ for $m=0$. An electron with $|m|=3$ circulates near the equator and is oblate; those with $|m|\le1$ are prolate. The seven values add up to $2(-\tfrac23)+2(0)+2(\tfrac25)+\tfrac8{15}=0$, so a filled spin half-shell has no quadrupole.

## The Hund term

**Lemma 2.** The state $M_L=L$, $M_S=S$ of the Hund term is a single determinant. For $n\le7$ it contains spin-up electrons in $m=3,2,\dots,4-k$. For $n>7$ it contains all seven spin-up orbitals and spin-down electrons in $m=3,2,\dots,4-k$. Its orbital quantum number is $L=k(7-k)/2$.

*Proof.* These determinants have the largest possible $M_S$, because as many electrons as the Pauli principle allows have spin up. Among determinants with that $M_S$ they have the largest $M_L$, because the partly filled spin shell is occupied from $m=3$ downward. No other determinant shares both values.

The operator $L_+$ raises one $m$ by one unit at fixed spin. The target orbital is either occupied or beyond $m=3$, so $L_+$ gives zero. The operator $S_+$ turns a down spin up at fixed $m$. Either there is no down spin, or the target is occupied, so $S_+$ also gives zero. From $\mathbf L^2=L_-L_++L_z(L_z+1)$ and its spin analogue, the determinant has $L=M_L$ and $S=M_S$. A filled half-shell contributes nothing to $M_L$, hence

$$L=\sum_{j=0}^{k-1}(3-j)=3k-\frac{k(k-1)}2=\frac{k(7-k)}2. \qquad ∎$$

**Lemma 3.** In this determinant,

$$Q_k\equiv\Big\langle\sum_i(3\cos^2\theta_i-1)\Big\rangle=-\frac{k(7-k)(7-2k)}{45}. \tag{5}$$

*Proof.* The expectation value of a sum of one-electron operators in a determinant is the sum over occupied orbitals. A filled half-shell adds zero. With $m=3-j$ we have $4-m^2=-5+6j-j^2$, so

$$\begin{aligned}
\sum_{j=0}^{k-1}(-5+6j-j^2)&=-5k+3k(k-1)-\frac{k(k-1)(2k-1)}6\\
&=\frac k6\left[-30+18k-18-(2k^2-3k+1)\right]\\
&=-\frac k6(2k^2-21k+49)=-\frac{k(7-k)(7-2k)}6 .
\end{aligned}$$

The last step uses $2k^2-21k+49=(k-7)(2k-7)$. Multiplication by $2/15$ gives (5). ∎

For $k=1,\dots,7$ the values are $-\tfrac23,-\tfrac23,-\tfrac4{15},\tfrac4{15},\tfrac23,\tfrac23,0$. The sign changes between $k=3$ and $k=4$, when the strongly prolate $m=0$ orbital is filled.

Within the whole Hund term, the tool applied to $\mathbf L$ gives

$$\sum_i(3\cos^2\theta_i-1)=\alpha_L(3L_z^2-\mathbf L^2). \tag{6}$$

At $M_L=L$ the bracket equals $3L^2-L(L+1)=L(2L-1)$. For $1\le k\le6$ we have $L\ge3$, and since $k(7-k)=2L$,

$$\alpha_L=\frac{Q_k}{L(2L-1)}=-\frac{2(7-2k)}{45(2L-1)}. \tag{7}$$

## From $L$ to $J$

In the second half of the series the passage to $J$ is immediate, because spin and orbit are parallel. In the first half they are opposed, and even the state $M=J$ is a superposition of several $M_L$. The next lemma handles this without coupling coefficients.

**Lemma 4.** Let

$$T_{ab}=\tfrac32(L_aL_b+L_bL_a)-\delta_{ab}\mathbf L^2,\qquad X=\mathbf L\cdot\mathbf J .$$

Then

$$\sum_{ab}J_aT_{ab}J_b=3X^2-\tfrac32X-\mathbf L^2\mathbf J^2. \tag{8}$$

*Proof.* Since $\mathbf J=\mathbf L+\mathbf S$ and $\mathbf S$ commutes with $\mathbf L$,

$$[L_a,L_b]=i\sum_c\epsilon_{abc}L_c,\qquad [L_a,J_b]=i\sum_c\epsilon_{abc}L_c .$$

In particular $L_a$ commutes with $J_a$, so $X=\sum_aL_aJ_a=\sum_aJ_aL_a$. There are three terms.

First, $\sum_{ab}J_aL_aL_bJ_b=X^2$.

Second, exchanging the two factors of $\mathbf L$ gives

$$\sum_{ab}J_aL_bL_aJ_b=X^2-\sum_{ab}J_a[L_a,L_b]J_b=X^2-iY,\qquad Y=\sum_{abc}\epsilon_{abc}J_aL_cJ_b .$$

To evaluate $Y$, write $L_cJ_b=J_bL_c+i\sum_d\epsilon_{cbd}L_d$. The first part uses $\sum_{ab}\epsilon_{abc}J_aJ_b=iJ_c$, which is the commutation relation of $\mathbf J$, and gives $iX$. The second part uses $\epsilon_{cbd}=-\epsilon_{dbc}$ and $\sum_{bc}\epsilon_{abc}\epsilon_{dbc}=2\delta_{ad}$, and gives $-2iX$. So $Y=-iX$ and $-iY=-X$. The second term is $X^2-X$.

Third, $\mathbf L^2$ commutes with $\mathbf J$, so $\sum_aJ_a\mathbf L^2J_a=\mathbf L^2\mathbf J^2$. Collecting, $\tfrac32(X^2+X^2-X)-\mathbf L^2\mathbf J^2$ is (8). ∎

**Lemma 5.** Within a level of given $L,S$ and $J\ge1$, $3L_z^2-\mathbf L^2=c\,(3J_z^2-\mathbf J^2)$ with

$$c=\frac{6X^2-3X-2L(L+1)J(J+1)}{J(J+1)(2J-1)(2J+3)},\qquad X=\frac{J(J+1)+L(L+1)-S(S+1)}2. \tag{9}$$

*Proof.* By the tool, within the level every $T_{ab}$ equals $c$ times the same tensor built from $\mathbf J$. The operators $J_a$ do not lead out of the level, so only matrix elements of $T_{ab}$ within it enter (8). The left side of (8) is therefore $c$ times the contraction for the tensor built from $\mathbf J$.

That contraction follows from (8) by replacing $\mathbf L$ with $\mathbf J$ throughout, since the proof used only commutators that $\mathbf J$ also satisfies. Then $X$ becomes $\mathbf J^2$, with value $w=J(J+1)$, and the result is

$$3w^2-\tfrac32w-w^2=\tfrac12w(4w-3)=\tfrac12J(J+1)(2J-1)(2J+3).$$

Dividing (8) by this gives $c$. The value of $X$ follows from $\mathbf S^2=(\mathbf J-\mathbf L)^2=\mathbf J^2+\mathbf L^2-2X$. The condition $J\ge1$ keeps the denominator nonzero; a level with $J=0$ or $\tfrac12$ cannot carry a quadrupole. ∎

For $J=L-S$, insert $S=L-J$:

$$S(S+1)=L^2-2LJ+J^2+L-J\quad\Rightarrow\quad X=\tfrac12(2J+2LJ)=J(L+1).$$

The numerator of (9) becomes

$$J(L+1)\left[6J(L+1)-3-2L(J+1)\right]=J(L+1)(4LJ+6J-2L-3)=J(L+1)(2J-1)(2L+3),$$

and therefore

$$c=\frac{(L+1)(2L+3)}{(J+1)(2J+3)}>0. \tag{10}$$

## Proof of the theorem

The common radial function lets us write $3z_i^2-r_i^2=r_i^2(3\cos^2\theta_i-1)$ and take out the factor $\langle r^2\rangle$. Closed core shells add nothing.

*Case $7\le n\le13$.* Here $J=L+S$. The state $M=J$ requires $M_L=L$ and $M_S=S$, so it is the determinant of Lemma 2. At $M=J$ the bracket in (1) is $3J^2-J(J+1)=J(2J-1)$. Hence $\alpha_JJ(2J-1)=Q_k$, which with (5) is (2). For Gd, $k=7$ and $Q_7=0$.

*Case $1\le n\le5$.* Here $J=L-S\ge\tfrac52$. Combining (6) with Lemma 5 gives $\alpha_J=c\,\alpha_L$, and (7) with (10) is (3).

*Case $n=6$.* Here $L=S=3$ and $J=0$. A rank-2 operator has no matrix element within a $J=0$ level, so the quadrupole vanishes.

*Sign.* For $1\le k\le6$ every factor in (2) and (3) other than $-(7-2k)$ is positive. The sign is negative for $k=1,2,3$ and positive for $k=4,5,6$. ∎

The values are:

| First half | $\alpha_J$ | Second half | $\alpha_J$ |
|---|---|---|---|
| Ce | $-2/35$ | Tb | $-1/99$ |
| Pr | $-52/2475$ | Dy | $-2/315$ |
| Nd | $-7/1089$ | Ho | $-1/450$ |
| Pm | $14/1815$ | Er | $4/1575$ |
| Sm | $13/315$ | Tm | $1/99$ |
| Eu | undefined | Yb | $2/63$ |

As an example of the arithmetic, Dy has $k=2$, $J=\tfrac{15}2$, and (2) gives $-2\cdot5\cdot3/(45\cdot\tfrac{15}2\cdot14)=-30/4725=-2/315$. A numerical check diagonalizes $\mathbf L^2$, $\mathbf S^2$ and $\mathbf J^2$ among all determinants of $4f^n$ and confirms the theorem for all thirteen ions and every $M\ge0$.

## Remarks

**Remark 1: shape depends on $M$.** In the state $|JM\rangle$ the density is symmetric about $z$, and its quadrupole is $\alpha_J\langle r^2\rangle[3M^2-J(J+1)]$. A negative value means that $\langle z^2\rangle$ is smaller than $\langle x^2\rangle=\langle y^2\rangle$, which is oblate. The bracket is positive at $|M|=J$ and negative when $3M^2<J(J+1)$. Thus Dy is oblate at $|M|=\tfrac{15}2$ but prolate at $|M|=\tfrac12$. Averaged over all $M$ the bracket vanishes, because $\sum_MM^2=(2J+1)J(J+1)/3$: an ion with equally populated $M$ has no quadrupole.

**Remark 2: size of $\alpha_J$ and size of the quadrupole.** Tb and Dy have different $\alpha_J$ but the same quadrupole at $M=J$, namely $-\tfrac23\langle r^2\rangle$. The second spin-down electron of Dy enters $m=2$, for which $q_2=0$. The difference in $\alpha_J$ comes entirely from the divisor $J(2J-1)$, which is 66 for Tb and 105 for Dy. Likewise Yb and Tm share $+\tfrac23\langle r^2\rangle$.

**Remark 3: the quadrupole is not the whole shape.** For $M=J$ the computed ratio of 4f density at the pole to that at the equator is 0.762 for Tb and Dy but 0.667 for Ho, although the quadrupole of Ho, $-\tfrac4{15}\langle r^2\rangle$, is smaller in magnitude than their $-\tfrac23\langle r^2\rangle$. The cause can be read from the orbital densities. In units of $1/(4\pi)$, the density at the pole is 7 for $m=0$ and zero otherwise; at the equator it is $35/16$ for $|m|=3$, $21/16$ for $|m|=1$ and zero for $m=0,\pm2$. The filled half-shell contributes 7 in every direction. Tb and Dy therefore have the ratio $7/(7+35/16)=0.762$. Ho also fills $m=1$, which adds density at the equator and none at the pole: $7/(7+35/16+21/16)=0.667$. Yet $q_1$ is positive. The density of that orbital is $\tfrac{21}{16}(1-u)(5u-1)^2$ with $u=\cos^2\theta$. Its derivative in $u$ is proportional to $(5u-1)(11-15u)$, so its largest maximum, $256/135$ times the equatorial value, lies at $u=11/15$, where $3\cos^2\theta-1=6/5$ is positive. Such detail belongs to the rank-4 and rank-6 parts of the density, which $\alpha_J$ does not describe.

**Remark 4: limits of validity.** The factor $\alpha_J$ contains no radial information; a change of 4f radius along the series enters (1) through $\langle r^2\rangle$. The formulas fail when spin–orbit coupling mixes different $LS$ terms appreciably, or when the surroundings mix different $J$. Some term mixing is present in the real ions from Pr to Tm: with typical spectroscopic Coulomb and spin–orbit parameters it changes $|\alpha_J|$ by 1 to 9 per cent (about $-9\%$ for Ho, $+6\%$ for Er, $-5\%$ for Nd), leaves every sign unchanged, and gives Gd a small nonzero value of order $10^{-4}$. Mixing of $J$ matters most for Eu, and also for Sm. The vanishing quadrupole of Eu is a property of the isolated $J=0$ level: the Hund term from which it is built has $Q_6=+\tfrac23$, so a rank-2 field can admix $J=2$ and induce a quadrupole. The sign of that quadrupole is set by the field, not by $Q_6$. If the $4f_{5/2}$ and $4f_{7/2}$ radial functions differ noticeably, a single $\langle r^2\rangle$ is in general no longer sufficient. Ce and Yb are exceptions: the Ce electron occupies only $4f_{5/2}$, and in Yb the $4f_{5/2}$ subshell is filled and spherical, so only the $\langle r^2\rangle$ of $4f_{7/2}$ enters.

## Example: Dy and Er in the same axial field

Both ions have $J=\tfrac{15}2$, so if $\langle r^2\rangle$ is taken to be the same for both, their level schemes in a rank-2 field differ through $\alpha_J$ alone. Let the surroundings add the model energy

$$W=B\sum_i(3\cos^2\theta_i-1),\qquad B=10\ \text{meV}.$$

The radial average is included in $B$, which is given the same value for both ions. Positive $B$ makes it costly for electrons to be near the poles. Since $W$ commutes with $J_z$, it is diagonal in $M$ within the level, and

$$E(M)=B\,\alpha_J\left[3M^2-\tfrac{255}4\right].$$

The bracket is $\tfrac{675}4-\tfrac{255}4=105$ at $|M|=\tfrac{15}2$ and $\tfrac34-\tfrac{255}4=-63$ at $|M|=\tfrac12$. For Dy,

$$E(\tfrac{15}2)=10\left(-\tfrac2{315}\right)(105)=-6.67\ \text{meV},\qquad E(\tfrac12)=10\left(-\tfrac2{315}\right)(-63)=+4.00\ \text{meV}.$$

For Er,

$$E(\tfrac{15}2)=10\left(\tfrac4{1575}\right)(105)=+2.67\ \text{meV},\qquad E(\tfrac12)=10\left(\tfrac4{1575}\right)(-63)=-1.60\ \text{meV}.$$

The energies vary monotonically with $M^2$, so these are the ends of each spectrum. The total splittings are 10.67 meV for Dy and 4.27 meV for Er, and the order of the levels is reversed. These are pure $LS$ values; with the term mixing of Remark 4 they move to about 10.4 and 4.5 meV, with the same order of levels.

The lowest doublet of Dy is $M=\pm\tfrac{15}2$. Within it $J_z$ has the values $\pm\tfrac{15}2$, while $J_x$ and $J_y$ have no matrix elements, because they change $M$ by one unit. The magnetic moment, which is proportional to $\mathbf J$ within the level, lies along the axis. The lowest doublet of Er is $M=\pm\tfrac12$. There $J_z=\pm\tfrac12$, but $\langle\tfrac12|J_+|{-\tfrac12}\rangle=J+\tfrac12=8$, so $J_x=(J_++J_-)/2$ has the values $\pm4$. The moment is largest in the plane.

In this model, then, one field makes Dy easy-axis and Er easy-plane, and reversing the sign of $B$ exchanges the two. In both ground doublets the cloud is oblate: Dy reaches that shape with large $|M|$, Er with small $|M|$. A real crystal field also has rank-4 and rank-6 terms, which are omitted here and can change the order of the levels.

## Computed results

```
One-electron <3cos^2-1> for l=3 (dimensionless)
  |m|=0: +0.53333
  |m|=1: +0.40000
  |m|=2: +0.00000
  |m|=3: -0.66667
Sum Q_k over m=3,2,...,4-k (dimensionless)
  k=1: -0.66667 = -2/3
  k=2: -0.66667 = -2/3
  k=3: -0.26667 = -4/15
  k=4: +0.26667 = 4/15
  k=5: +0.66667 = 2/3
  k=6: +0.66667 = 2/3
  k=7: +0.00000 = 0
Trivalent ions; Q = <sum(3cos^2-1)> at M=J, dimensionless;
p/e = 4f density at pole / equator at M=J
ion  n  L   S    J    alpha_J               Q        p/e
Ce   1  3  1/2  5/2     -2/35 = -0.057143  -0.57143 0.000
Pr   2  5    1    4  -52/2475 = -0.021010  -0.58828 0.035
Nd   3  6  3/2  9/2   -7/1089 = -0.006428  -0.23140 0.449
Pm   4  6    2    4   14/1815 = +0.007713  +0.21598 1.363
Sm   5  5  5/2  5/2    13/315 = +0.041270  +0.41270 1.364
Eu   6  3    3    0  undefined             +0.00000 1.000
Gd   7  0  7/2  7/2         0 = +0.000000  +0.00000 1.000
Tb   8  3    3    6     -1/99 = -0.010101  -0.66667 0.762
Dy   9  5  5/2 15/2    -2/315 = -0.006349  -0.66667 0.762
Ho  10  6    2    8    -1/450 = -0.002222  -0.26667 0.667
Er  11  6  3/2 15/2    4/1575 = +0.002540  +0.26667 1.333
Tm  12  5    1    6      1/99 = +0.010101  +0.66667 1.185
Yb  13  3  1/2  7/2      2/63 = +0.031746  +0.66667 1.185
Axial field B = 10.0 meV: level energies in meV
  |M|     Dy       Er
  7.5   -6.667   +2.667
  6.5   -4.000   +1.600
  5.5   -1.714   +0.686
  4.5   +0.190   -0.076
  3.5   +1.714   -0.686
  2.5   +2.857   -1.143
  1.5   +3.619   -1.448
  0.5   +4.000   -1.600
Lowest doublet |M|: Dy 7.5, Er 0.5
Total splitting Dy: 10.667 meV
Total splitting Er: 4.267 meV
```
